\section*{Does the Huzinaga operator always expel environment orbitals? A comment, part 1}

(Sections cited here and not found follow in the second part.)

\section{The argument under review}

The argument concerns projector embedding of an active part $A$ in a frozen environment $B$. It runs as follows. An environment orbital is occupied, so its energy $\varepsilon$ is negative. The Huzinaga operator reverses that sign, so the orbital appears at $-\varepsilon>0$, above the occupied levels of $A$. Filling the lowest levels of the operator therefore always leaves the environment empty. An amendment is attached: if an environment level is positive, as can happen in an anion, the reversal makes it negative, the filling fails, and the Fermi-shifted operator is then required.

The sign reversal is correct. The conclusion is not, and the amendment names neither the right condition nor the full set of remedies.

\section{Conventions and the variational problem}

Hartree atomic units are used. The system is closed-shell and described in a finite real basis with overlap matrix $S$. The environment has $n_B$ doubly occupied orbitals, the columns of $C_B$, with $C_B^TSC_B=1$ and density matrix $D_B=2C_BC_B^T$. The active part has $n$ doubly occupied orbitals $C_A$ and $D_A=2C_AC_A^T$. The matrix $F$ is a symmetric Fock or Kohn--Sham matrix. For a real number $\mu$ the operator in the atomic-orbital basis is
\begin{equation}
H_\mu^{\rm AO}=F-\tfrac12SD_B(F-\mu S)-\tfrac12(F-\mu S)D_BS ,
\end{equation}
to be solved as $H_\mu^{\rm AO}c=\epsilon Sc$. The value $\mu=0$ gives the plain Huzinaga operator, and $\mu$ placed at a Fermi level gives the Fermi-shifted one.

The overlap is removed by multiplying left and right with $S^{-1/2}$. Define $\tilde F=S^{-1/2}FS^{-1/2}$, $\tilde c=S^{1/2}c$ and $P=S^{1/2}C_BC_B^TS^{1/2}$. This $P$ is symmetric, and $P^2=P$ because the middle factor $C_B^TSC_B$ is the unit matrix. The second term transforms as
\begin{equation}
S^{-1/2}\,SC_BC_B^T(F-\mu S)\,S^{-1/2}
=S^{1/2}C_BC_B^TS^{1/2}\;S^{-1/2}(F-\mu S)S^{-1/2}=P(\tilde F-\mu),
\end{equation}
and the third term is its transpose. From here on the tilde is dropped and the basis is orthonormal:
\begin{equation}
H_\mu=F-P(F-\mu)-(F-\mu)P,\qquad Q=1-P .
\label{eq:H}
\end{equation}

What the operator must reproduce follows from the energy. With $D_B$ fixed, a change of $D_A$ changes the energy by $\delta E=\mathrm{tr}(F\,\delta D_A)$, so $\partial E/\partial c_i=4Fc_i$. The active orbitals must be orthonormal and orthogonal to each environment orbital $b_\beta$. With Lagrange multipliers for both sets of constraints, and the factor 4 absorbed in them, stationarity reads
\begin{equation}
Fc_i=\sum_jc_j\lambda_{ji}+\sum_\beta b_\beta\eta_{\beta i}.
\end{equation}
Acting with $Q$ removes the last sum, since $Qb_\beta=0$, and leaves $c_j$ unchanged, since $Qc_j=c_j$. Hence
\begin{equation}
QFQ\,c_i=\sum_jc_j\lambda_{ji}.
\label{eq:var}
\end{equation}
The embedded problem is an eigenvalue problem for $QFQ$ on the range of $Q$. It does not say what an operator should do on the range of $P$.

\section{First comment: the spectrum}

Insert $1=P+Q$ on both sides of each term of Eq.~(\ref{eq:H}), using $P^2=P$ and $PQ=0$:
\begin{align}
F&=PFP+PFQ+QFP+QFQ,\\
P(F-\mu)&=PFP+PFQ-\mu P,\\
(F-\mu)P&=PFP+QFP-\mu P .
\end{align}
Subtracting the second and third lines from the first cancels $PFQ$ and $QFP$. The block $PFP$ enters once with a plus sign and twice with a minus sign, and $\mu P$ enters twice with a plus sign:
\begin{equation}
H_\mu=QFQ-PFP+2\mu P .
\label{eq:block}
\end{equation}
No commutation of $F$ with $P$ was assumed. The operator has no matrix element between the two ranges, so its spectrum is the union of two block spectra. Let $q_1\le q_2\le\dots$ be the eigenvalues of $QFQ$ on the range of $Q$, and $\varepsilon^B_\beta$ those of $PFP$ on the range of $P$, which are the eigenvalues of the $n_B\times n_B$ matrix $C_B^TFC_B$. Then
\begin{equation}
\mathrm{spec}\,H_\mu=\{q_i\}\cup\{2\mu-\varepsilon^B_\beta\}.
\label{eq:spec}
\end{equation}
An eigenvector whose eigenvalue occurs in one block and not in the other lies wholly in that block, because its component in the other block would have to be an eigenvector there with the same eigenvalue.

The environment levels are reflected about $\mu$, since $(2\mu-\varepsilon)-\mu=-(\varepsilon-\mu)$; the plain operator reflects about the zero of energy. The reflected quantities are block eigenvalues. They coincide with canonical orbital energies of the whole system when $PFQ=0$, and localized environment orbitals need not satisfy that. Equation~(\ref{eq:block}) also gives $H_\mu=H_0+2\mu P$: the Fermi shift moves the environment block rigidly and leaves the block of Eq.~(\ref{eq:var}) untouched.

\section{Second comment: the condition for correct filling}

Aufbau filling occupies the $n$ lowest eigenvectors of $H_\mu$. The intended result is $q_1,\dots,q_n$. Write
\begin{equation}
a=q_n,\qquad b=\max_\beta\varepsilon^B_\beta .
\end{equation}
The lowest reflected level is $2\mu-b$. If $a<2\mu-b$, the $n$ intended levels lie below every reflected level and the filling is correct. If $a>2\mu-b$, at most $n-1$ levels lie below $2\mu-b$, namely some of $q_1,\dots,q_{n-1}$, so this level is occupied. Therefore
\begin{equation}
a+b<2\mu:\ \text{environment excluded},\qquad a+b>2\mu:\ \text{environment admitted}.
\label{eq:crit}
\end{equation}
At $a+b=2\mu$ the two levels are degenerate and aufbau does not determine the result.

The number of admitted orbitals follows in the same way. Order the environment levels downward, $b_1=b\ge b_2\ge\dots$, so that the reflected levels $r_j=2\mu-b_j$ increase with $j$. Barring degeneracies, $j-1$ reflected levels lie below $r_j$. It is among the $n$ lowest when at most $n-j$ of the $q_i$ lie below it as well, that is when $q_{n-j+1}>r_j$, or
\begin{equation}
q_{n-j+1}+b_j>2\mu .
\label{eq:count}
\end{equation}
The left side does not increase with $j$, so the condition holds for $j=1,\dots,k$ and fails afterwards. Each admitted orbital lies in the range of $P$ and carries two electrons, and the others lie in the range of $Q$, so the population of the environment space by active electrons is $\mathrm{tr}(D_AP)=2k$.

The original argument uses $a<0$ and $b<0$ together. These give $a+b<0$, so under both premises its conclusion holds. The flaw is that occupation does not imply a negative level: occupation is decided by the order of the levels, not by their sign. The amendment replaces the condition $a+b>0$ by $b>0$. That is not sufficient for failure, since $a<-b<0$ is safe with positive $b$. It is not necessary either, since $a>-b>0$ fails with every environment level negative and every reflected level positive.

\section{Third comment: the zero of energy}

Add a constant $v$ to the one-electron potential: $F\to F+v$, or $F+vS$ in the atomic-orbital basis. The eigenvectors of $F$ and their order are unchanged, so the self-consistent density of the whole system is unchanged. In Eq.~(\ref{eq:block}), $QFQ\to QFQ+vQ$ and $-PFP\to-PFP-vP$, so at fixed $\mu$
\begin{equation}
H_\mu\to H_\mu+vQ-vP .
\end{equation}
Active levels rise by $v$ and reflected levels fall by $v$. Both $a$ and $b$ increase by $v$, and the plain criterion becomes $a+b+2v<0$. It is violated above
\begin{equation}
v^*=-\tfrac12(a+b).
\label{eq:vstar}
\end{equation}
An unconditional claim for the plain operator is thus refuted for any system and partition by a shift that changes no density. If $\mu$ is carried along, $\mu\to\mu+v$, the term $2\mu P$ gains $2vP$, and the total change is $vQ-vP+2vP=v(Q+P)=v$. The shifted operator with $\mu$ tied to the spectrum moves rigidly and its filling is independent of the zero.

In a finite system the zero is set by the potential at infinity, but a nearly constant $v$ can be real. A charge $-Z$ at a distance $R$ large against the size of the system raises the potential energy of an electron by $Z/R$ at leading order in the multipole expansion. A unit charge gives a shift of order 0.1 Ha only at $R$ near 10 bohr. There the potential need not be uniform over a small complex, so $a$ and $b$ can move by different amounts and criterion~(\ref{eq:crit}) must be applied to the actual levels.

The shift supplies both counterexamples when $b>a$, because then $-b<v^*<-a$. For $-b<v<v^*$ the environment level $b+v$ is positive and the filling is correct. The second counterexample needs the exchange of $A$ and $B$, treated next.

\section{Fourth comment: bounds at a single level of theory}

Let $A$ and $B$ partition the $N=n+n_B$ occupied orbitals of a converged mean-field calculation with one and the same $F$, with canonical energies $\varepsilon_1\le\dots\le\varepsilon_N=\varepsilon_{\rm H}$ and a gap, $\varepsilon_{\rm H}<\varepsilon_{\rm L}$. Self-consistency means that $F$ has no element between occupied and virtual orbitals. The range of $Q$ is the span of $C_A$ plus the virtual space, so $QFQ$ splits into $C_A^TFC_A$ and the canonical virtual levels.

A normalized vector $x$ in the occupied space, with components $x_i$ on the canonical orbitals, has
\begin{equation}
x^TFx=\sum_{i=1}^N\varepsilon_ix_i^2\le\varepsilon_{\rm H}\sum_ix_i^2=\varepsilon_{\rm H}.
\label{eq:ray}
\end{equation}
Each eigenvalue of $C_A^TFC_A$ and of $C_B^TFC_B$ is such a quotient. The $n$ eigenvalues of the first lie below $\varepsilon_{\rm L}$, so they are $q_1,\dots,q_n$ and $a$ is the largest. Thus $a\le\varepsilon_{\rm H}$ and $b\le\varepsilon_{\rm H}$ for any partition.

The sum obeys a sharper bound. Let $x$ and $y$ be the eigenvectors belonging to $a$ and $b$; they are orthonormal. Then $a+b=\sum_i\varepsilon_iw_i$ with $w_i=x_i^2+y_i^2$. The weights sum to 2. Each $w_i$ is the squared length of the projection of canonical orbital $i$ on the plane of $x$ and $y$, so $0\le w_i\le1$. Subtract $2\varepsilon_{N-1}=\sum_i\varepsilon_{N-1}w_i$:
\begin{equation}
a+b-2\varepsilon_{N-1}=\sum_i(\varepsilon_i-\varepsilon_{N-1})w_i\le(\varepsilon_N-\varepsilon_{N-1})w_N\le\varepsilon_N-\varepsilon_{N-1},
\end{equation}
where the terms with $i\le N-1$ were dropped because they are not positive. Hence
\begin{equation}
a+b\le\varepsilon_N+\varepsilon_{N-1}\le2\varepsilon_{\rm H}.
\label{eq:sum}
\end{equation}

Four consequences hold at the converged single-level solution. If $\varepsilon_{\rm H}<0$, both $a$ and $b$ are negative, so the premises of the original argument hold and the plain operator is safe; it remains safe with $\varepsilon_{\rm H}>0$ as long as $\varepsilon_N+\varepsilon_{N-1}<0$. Any $\mu>\varepsilon_{\rm H}$ is safe. The mid-gap choice $2\mu=\varepsilon_{\rm H}+\varepsilon_{\rm L}$ gives $2\mu-b=\varepsilon_{\rm L}+(\varepsilon_{\rm H}-b)\ge\varepsilon_{\rm L}$, so no reflected level lies in the gap, and by Eq.~(\ref{eq:sum}) the margin obeys $2\mu-a-b\ge\varepsilon_{\rm H}+\varepsilon_{\rm L}-\varepsilon_N-\varepsilon_{N-1}=\varepsilon_{\rm L}-\varepsilon_{N-1}\ge\varepsilon_{\rm L}-\varepsilon_{\rm H}$. This guaranteed margin vanishes only if the gap closes and $\varepsilon_{N-1}$ approaches $\varepsilon_N$ as well. Finally, exchanging the roles of $A$ and $B$ exchanges $a$ and $b$, so criterion~(\ref{eq:crit}) is symmetric, whereas the test $b>0$ is not. With the part that holds the lower level $a$ taken as environment, a shift in the window $v^*<v<-a$ leaves all environment levels negative and the filling fails.

This part has shown that aufbau filling excludes the environment when $a+b<2\mu$ and admits it when $a+b>2\mu$, and that at a converged single-level solution $\varepsilon_{\rm H}<0$ makes the plain operator safe. What remains is to say what exactly fails when the environment is admitted, to compare the remedies, to treat mixed-level embedding, and to test the results on a worked example.
